# MOS Subthreshold Swing with Depletion and Interface-Trap Capacitance: test program

```python
"""Subthreshold swing of an n-channel MOS transistor at small drain bias.

Result under test, with vt = kT/q and psi_s the surface potential:
  S = ln(10) vt [1 + (C_D + C_it)/C_ox] / [1 - vt/(2 (psi_s - vt))]
C_D: depletion, C_it: interface-trap, C_ox: oxide capacitance per area.
The usual formula drops the last denominator; its limit is ln(10) vt.
Reference: nonlinear Poisson equation on a grid, Fermi-filled traps,
and finite differences of gate voltage and electron sheet density.
Lengths are in cm, charges in C, potentials in V, trap energies in eV.
"""
import numpy as np
from scipy.constants import e as Q, k as KB, epsilon_0
from scipy.integrate import quad, trapezoid
from scipy.linalg import solve_banded
from scipy.special import expit

T = 300.0
VT = KB * T / Q
EPS0 = epsilon_0 / 100.0             # F/cm
EPS_R, EPS_OX_R = 10.0, 3.9
EPS = EPS_R * EPS0
GAP = 3.2                            # eV
N_BAND = 2e19                        # both band densities of states, cm^-3
NI = N_BAND * np.exp(-GAP / (2 * VT))
NA = 1e17                            # cm^-3
T_OX = 50e-7                         # cm
COX = EPS_OX_R * EPS0 / T_OX
DIT = 1e12                           # cm^-2 eV^-1
LEVELS = np.linspace(-GAP / 2, GAP / 2, 3201)   # trap energy from midgap
NO_TRAPS = np.zeros_like(LEVELS)
FLAT = np.full_like(LEVELS, DIT)
S_TH = np.log(10) * VT


def depletion_width(psi_s, doping):
    return np.sqrt(2 * EPS * (psi_s - VT) / (Q * doping))


def make_grid(length, nodes=1500, stretch=5.0):
    s = np.linspace(0, 1, nodes)
    return length * np.expm1(stretch * s) / np.expm1(stretch)


def bulk_grid(psi_s, doping):
    debye = np.sqrt(EPS * VT / (Q * doping))
    return make_grid(depletion_width(psi_s, doping) + 12 * debye)


def solve_poisson(psi_s, x, p0, grounded):
    """Return semiconductor charge and electron sheet density.

    p0 is the hole density at zero potential; grounded=False means
    zero field at the back of a thin body.
    """
    n0 = NI**2 / p0
    acceptors = p0 - n0
    h = np.diff(x)
    vol = np.zeros_like(x)
    vol[:-1] += h / 2
    vol[1:] += h / 2
    g = EPS / h
    if grounded:
        w = depletion_width(psi_s, p0)
        psi = psi_s * np.clip(1 - x / w, 0, None)**2
    else:
        psi = np.full_like(x, psi_s)
    for _ in range(300):
        p, n = p0 * np.exp(-psi / VT), n0 * np.exp(psi / VT)
        flux = g * np.diff(psi)
        res = Q * (p - n - acceptors) * vol
        res[:-1] += flux
        res[1:] -= flux
        diag = -Q * (p + n) / VT * vol
        diag[:-1] -= g
        diag[1:] -= g
        ab = np.zeros((3, len(x)))
        ab[0, 1:] = g
        ab[2, :-1] = g
        res[0], diag[0], ab[0, 1] = 0.0, 1.0, 0.0
        if grounded:
            res[-1], diag[-1], ab[2, -2] = 0.0, 1.0, 0.0
        ab[1] = diag
        step = solve_banded((1, 1), ab, -res)
        psi += np.clip(step, -0.1, 0.1)
        if np.max(np.abs(step)) < 1e-9:
            break
    else:
        raise RuntimeError("Poisson iteration did not converge")
    p, n = p0 * np.exp(-psi / VT), n0 * np.exp(psi / VT)
    return np.sum(Q * (p - n - acceptors) * vol), np.sum(n * vol)


def trap_charge(psi_s, p0, density):
    """Traps neutral when filled below midgap and empty above it."""
    fermi = psi_s - VT * np.log(p0 / NI)
    filled = expit((fermi - LEVELS) / VT)
    neutral = np.heaviside(-LEVELS, 0.5)
    return -Q * trapezoid(density * (filled - neutral), LEVELS)


def device(psi_s, x, p0, density, cox, grounded=True):
    charge, sheet = solve_poisson(psi_s, x, p0, grounded)
    gate = psi_s - (charge + trap_charge(psi_s, p0, density)) / cox
    return gate, sheet, charge


def numerical(psi_s, p0=NA, density=FLAT, cox=COX, body=None):
    """Swing, dV_G/dpsi_s and semiconductor capacitance."""
    d = 0.002
    x = bulk_grid(psi_s, p0) if body is None else make_grid(body)
    lo = device(psi_s - d, x, p0, density, cox, body is None)
    hi = device(psi_s + d, x, p0, density, cox, body is None)
    swing = (hi[0] - lo[0]) / np.log10(hi[1] / lo[1])
    return swing, (hi[0] - lo[0]) / (2 * d), -(hi[2] - lo[2]) / (2 * d)


def formula(psi_s, doping=NA, cit=Q * DIT, cox=COX):
    """Usual swing, swing with layer correction, and ideality m."""
    cd = EPS / depletion_width(psi_s, doping)
    m = 1 + (cd + cit) / cox
    return S_TH * m, S_TH * m / (1 - VT / (2 * (psi_s - VT))), m


def close(a, b, tol):
    assert abs(a / b - 1) < tol, (a, b, tol)


phi_f = VT * np.log(NA / NI)
PSI = 2.6
w = depletion_width(PSI, NA)
cd, cit = EPS / w, Q * DIT           # D_it per eV, so q^2 D_it becomes q D_it
field = Q * NA * w / EPS
print(f"temperature {T:.0f} K, gap {GAP} eV, band densities {N_BAND:.1e} cm^-3")
print(f"relative permittivities: semiconductor {EPS_R}, oxide {EPS_OX_R}")
print(f"doping {NA:.1e} cm^-3, oxide {T_OX*1e7:.0f} nm, D_it {DIT:.1e} cm^-2 eV^-1")
print(f"thermal voltage {VT*1e3:.3f} mV, intrinsic density {NI:.2e} cm^-3")
print(f"bulk potential phi_F {phi_f:.4f} V, threshold 2 phi_F {2*phi_f:.4f} V")
print(f"chosen surface potential {PSI:.2f} V")
print(f"depletion width {w*1e7:.1f} nm, surface field {field/1e6:.4f} MV/cm")
print(f"electron layer thickness {VT/field*1e7:.3f} nm")
print(f"C_ox {COX*1e9:.2f} nF/cm^2")
print(f"C_D {cd*1e9:.2f} nF/cm^2")
print(f"C_it {cit*1e9:.2f} nF/cm^2")

full, slope, csemi = numerical(PSI)
usual, corrected, m = formula(PSI)
close(csemi, cd, 1e-3)
close(slope, m, 1e-3)
close(full, corrected, 1e-3)
gate, sheet, _ = device(PSI, bulk_grid(PSI, NA), NA, FLAT, COX)
layer = NI**2 / NA * np.exp(PSI / VT) * VT / field
close(sheet, layer, 0.01)            # field variation inside layer is neglected
print(f"C_D from grid {csemi*1e9:.2f} nF/cm^2")
print(f"m: formula {m:.4f}, grid {slope:.4f}")
print(f"sheet density: layer formula {layer:.4e}, grid {sheet:.4e} cm^-2")
print(f"thermal limit at {T:.0f} K: {S_TH*1e3:.2f} mV/decade")
print(f"swing, usual formula: {usual*1e3:.2f} mV/decade")
print(f"swing, corrected formula: {corrected*1e3:.2f} mV/decade")
print(f"swing, grid: {full*1e3:.2f} mV/decade = {full:.4f} V/decade")
print(f"layer correction factor {corrected/usual:.5f}")

bare = numerical(PSI, density=NO_TRAPS)[0]
bare_usual, bare_corrected, bare_m = formula(PSI, cit=0)
close(bare, bare_corrected, 1e-3)
print(f"without traps: m {bare_m:.4f}, usual {bare_usual*1e3:.2f}, "
      f"corrected {bare_corrected*1e3:.2f}, grid {bare*1e3:.2f} mV/decade")

print("psi_s V | V_G V | sheet cm^-2 | S corrected | S grid mV/decade")
for psi in (2.1, 2.4, 2.7):
    s_grid, s_form = numerical(psi)[0], formula(psi)[1]
    close(s_grid, s_form, 1e-3)
    vg, ns, _ = device(psi, bulk_grid(psi, NA), NA, FLAT, COX)
    print(f"{psi:.2f} | {vg:.4f} | {ns:.3e} | {s_form*1e3:.2f} | {s_grid*1e3:.2f}")

dit_usual = (COX * (full / S_TH - 1) - cd) / Q
factor = 1 - VT / (2 * (PSI - VT))
dit_corrected = (COX * (full * factor / S_TH - 1) - cd) / Q
close(dit_usual, DIT, 0.02)          # includes the dropped layer correction
close(dit_corrected, DIT, 0.003)
print(f"D_it recovered, usual formula: {dit_usual:.4e} cm^-2 eV^-1")
print(f"D_it recovered, corrected formula: {dit_corrected:.4e} cm^-2 eV^-1")

# Trap density that rises exponentially toward the conduction band.
edge, decay = 5e13, 0.1
rising = edge * np.exp((LEVELS - GAP / 2) / decay)
fermi = PSI - phi_f
local = edge * np.exp((fermi - GAP / 2) / decay)


def weighted(energy):
    z = (energy - fermi) / (2 * VT)
    return edge * np.exp((energy - GAP / 2) / decay) / (4 * VT * np.cosh(z)**2)


average = quad(weighted, fermi - 1.0, GAP / 2, points=[fermi], limit=200)[0]
s_rise = numerical(PSI, density=rising)[0]
s_average = formula(PSI, cit=Q * average)[1]
s_local = formula(PSI, cit=Q * local)[1]
close(s_rise, s_average, 1e-3)
assert s_rise / s_local > 1.02
print(f"rising traps: edge density {edge:.1e} cm^-2 eV^-1, decay {decay} eV")
print(f"Fermi level below conduction band {GAP/2-fermi:.4f} eV")
print(f"D_it at Fermi level {local:.3e}, thermal average {average:.3e} cm^-2 eV^-1")
print(f"rising-trap swing: local {s_local*1e3:.2f}, average {s_average*1e3:.2f}, "
      f"grid {s_rise*1e3:.2f} mV/decade")

above = 2 * phi_f + 0.1
s_above, f_above = numerical(above)[0], formula(above)[1]
assert s_above > 1.5 * f_above
print(f"above threshold, psi_s {above:.4f} V: formula {f_above*1e3:.1f}, "
      f"grid {s_above*1e3:.1f} mV/decade")

low_doping, psi_low = 1e15, 2.3
print(f"trap-free limit: doping {low_doping:.1e} cm^-3, psi_s {psi_low} V")
print("oxide nm | C_D/C_ox | S grid mV/decade | S/thermal")
previous = np.inf
for thickness in (50e-7, 5e-7, 0.5e-7):
    cox = EPS_OX_R * EPS0 / thickness
    s_grid = numerical(psi_low, low_doping, NO_TRAPS, cox)[0]
    close(s_grid, formula(psi_low, low_doping, 0, cox)[1], 1e-3)
    assert S_TH < s_grid < previous
    previous = s_grid
    ratio = EPS / depletion_width(psi_low, low_doping) / cox
    print(f"{thickness*1e7:.1f} | {ratio:.5f} | {s_grid*1e3:.3f} | {s_grid/S_TH:.5f}")
remainder = 1 / (1 - VT / (2 * (psi_low - VT)))
close(previous / S_TH, remainder, 2e-3)
print(f"remaining layer factor at zero C_D/C_ox: {remainder:.5f}")

body, psi_body = 10e-7, 1.0
thin = numerical(psi_body, NI, NO_TRAPS, COX, body)[0]
thin_traps = numerical(psi_body, NI, FLAT, COX, body)[0]
close(thin, S_TH, 1e-4)
close(thin_traps, S_TH * (1 + cit / COX), 1e-4)
print(f"undoped body {body*1e7:.0f} nm, zero back field, psi_s {psi_body} V, "
      f"oxide {T_OX*1e7:.0f} nm")
print(f"thin-body swing: no traps {thin*1e3:.3f}, with D_it "
      f"{thin_traps*1e3:.3f} mV/decade")
print("tests ok")
```

Printed output:

```
temperature 300 K, gap 3.2 eV, band densities 2.0e+19 cm^-3
relative permittivities: semiconductor 10.0, oxide 3.9
doping 1.0e+17 cm^-3, oxide 50 nm, D_it 1.0e+12 cm^-2 eV^-1
thermal voltage 25.852 mV, intrinsic density 2.64e-08 cm^-3
bulk potential phi_F 1.4630 V, threshold 2 phi_F 2.9261 V
chosen surface potential 2.60 V
depletion width 168.7 nm, surface field 0.3052 MV/cm
electron layer thickness 0.847 nm
C_ox 69.06 nF/cm^2
C_D 52.49 nF/cm^2
C_it 160.22 nF/cm^2
C_D from grid 52.49 nF/cm^2
m: formula 4.0800, grid 4.0800
sheet density: layer formula 2.8209e+04, grid 2.8353e+04 cm^-2
thermal limit at 300 K: 59.53 mV/decade
swing, usual formula: 242.87 mV/decade
swing, corrected formula: 244.09 mV/decade
swing, grid: 244.10 mV/decade = 0.2441 V/decade
layer correction factor 1.00505
without traps: m 1.7601, usual 104.77, corrected 105.30, grid 105.30 mV/decade
psi_s V | V_G V | sheet cm^-2 | S corrected | S grid mV/decade
2.10 | 7.0902 | 1.260e-04 | 249.58 | 249.60
2.40 | 8.3317 | 1.290e+01 | 246.07 | 246.09
2.70 | 9.5580 | 1.331e+06 | 243.19 | 243.21
D_it recovered, usual formula: 1.0090e+12 cm^-2 eV^-1
D_it recovered, corrected formula: 1.0001e+12 cm^-2 eV^-1
rising traps: edge density 5.0e+13 cm^-2 eV^-1, decay 0.1 eV
Fermi level below conduction band 0.4630 eV
D_it at Fermi level 4.876e+11, thermal average 5.456e+11 cm^-2 eV^-1
rising-trap swing: local 172.97, average 181.03, grid 181.04 mV/decade
above threshold, psi_s 3.0261 V: formula 240.6, grid 2066.7 mV/decade
trap-free limit: doping 1.0e+15 cm^-3, psi_s 2.3 V
oxide nm | C_D/C_ox | S grid mV/decade | S/thermal
50.0 | 0.08087 | 64.712 | 1.08712
5.0 | 0.00809 | 60.355 | 1.01392
0.5 | 0.00081 | 59.919 | 1.00660
remaining layer factor at zero C_D/C_ox: 1.00572
undoped body 10 nm, zero back field, psi_s 1.0 V, oxide 50 nm
thin-body swing: no traps 59.526, with D_it 197.621 mV/decade
tests ok
```
